Methyl saturation density on a surface, with edge and dose corrections

The physical question

In one half-cycle of atomic layer deposition of alumina, trimethylaluminium vapour meets a surface that carries hydroxyl groups. Each molecule that reacts gives up one or more methyl groups as methane and stays bound through its aluminium atom. The remaining methyls cover the surface. When no further molecule finds room, the uptake stops, even if vapour is still supplied. How many methyl groups per unit area are present at that point?

The simplest estimate treats each methyl as a hard disc of radius r = 0.2 nm on a flat plane without preferred sites. Let d = 2r = 0.4 nm be the disc diameter and n the number of discs per unit area. Two centres may not be closer than d. The fraction of the plane covered is

θ = n π r².

The relations below are geometrical and hold in any length unit, including atomic units. The examples use nm.

Two numbers are often of interest: about 4.4 discs per nm² for random jamming and 7.2 for hexagonal packing. They have different standing. The second is a strict upper bound for hard discs. The first is the typical end point of one filling process, and blocked layers with a lower density exist. The bounds come first, for an unlimited surface. Two corrections follow: one for a patch of finite size and one for a finite dose.

Leading order: the unlimited surface

Call a layer saturated if every point of the plane lies at a distance less than d from some disc centre. No further disc can then be placed. Consider a layer that repeats periodically, with N centres in a cell of area S. Join the centres into Delaunay triangles, defined by the property that no centre lies inside the circumscribed circle of any triangle.

The triangles can be counted. On a periodic cell, Euler's relation between vertices, edges and faces is N − E + F = 0. Each triangle has three edges and each edge belongs to two triangles, so E = 3F/2. Therefore F = 2N. If ⟨A⟩ is the mean triangle area, then S = 2N⟨A⟩ and

n = N/S = 1/(2⟨A⟩).

Bounds on the triangle area thus become bounds on the density.

Let R be the circumradius of a triangle. Its circumcentre is at distance R from the three corners, and no other centre is closer. In a saturated layer this distance must be less than d, so R < d. Every side is at least d, because the discs do not overlap.

For the smallest area, use the sine rule: the side opposite an angle α has length 2R sin α. Since this is at least d and R < d,

sin α ≥ d/(2R) > 1/2,

so every angle exceeds 30°. The largest angle γ is at least 60°, because the three add up to 180°, and it is below 180° − 2·30° = 120°. Between 60° and 120° the sine is at least √3/2. With a and b the sides that enclose γ,

A = ½ a b sin γ ≥ ½ d² (√3/2) = (√3/4) d².

For the largest area, insert a = 2R sin α and b = 2R sin β:

A = 2R² sin α sin β sin γ.

The product of the first two sines is ½[cos(α − β) − cos(α + β)]. Here cos(α − β) ≤ 1, and cos(α + β) = −cos γ. Hence

A ≤ R² (1 + cos γ) sin γ.

The derivative of the right side with respect to γ is R²(cos γ + cos 2γ), which vanishes at γ = 60°. The value there is R²·(3/2)·(√3/2), so

A ≤ (3√3/4) R² < (3√3/4) d².

Putting both area bounds into n = 1/(2⟨A⟩) gives, for a saturated layer,

2/(3√3 d²) < n ≤ 2/(√3 d²).

The upper bound also holds for layers that are not saturated: discs can be added until no room is left, which raises n, and the filled layer obeys the bound. Call the two limits n_low and n_hex. With d² = 0.16 nm²,

n_hex = 2/(1.732 × 0.16 nm²) = 7.2 per nm² = 7.2 × 10¹⁴ per cm²,
n_low = n_hex/3 = 2.4 per nm² = 2.4 × 10¹⁴ per cm².

The upper limit is reached by the triangular lattice of spacing d, in which each disc touches six others. The lower limit is approached by a triangular lattice whose spacing tends to √3 d from below. There the discs stand apart, yet each gap is just too small for another one. Both layers refuse further discs, and their densities differ by nearly a factor of three. Saturation alone therefore does not fix the density; the way the layer was filled matters.

Random filling

Suppose that discs arrive one at a time at random positions, stick if they overlap no earlier disc, and then neither move nor leave. This is random sequential adsorption. It ends in a saturated layer, so its final density n_jam lies between n_low and n_hex. In two dimensions the value was found by simulation. Trial centres were drawn uniformly from the small cells that might still have room, and a cell was discarded once a single disc excluded all of it. A run ended when no cell was left, so no extrapolation to late times was needed.

Eighteen periodic boxes of side 16 nm gave

θ_jam = 0.5485 ± 0.0010,
n_jam = 0.5485/(0.1257 nm²) = 4.4 per nm² = 4.4 × 10¹⁴ per cm²,

where the uncertainty is one standard error. Boxes of side 8 nm gave 0.5488 ± 0.0014, so no dependence on box size is resolved. One of the larger layers was tested separately with its Delaunay triangles: 1119 discs gave 2238 triangles, as F = 2N requires, and the largest circumradius was 0.3998 nm, below d.

The interval from 4.4 to 7.2 thus runs from immobile random filling to perfect order. If adsorbed groups can shift, small gaps may merge into one that admits another disc, and the density may rise into this interval. That is the reason for using it as an estimate. Its lower end is not a theorem about blocked layers.

First correction for a finite patch

Real surfaces have terraces and edges. Let the disc centres be confined to a square of side L, and let N be their number. How fast does N/L² approach the range found for the unlimited plane?

For an upper bound, repeat the square periodically with period L + d. Centres in different copies then differ by at least d in one coordinate, so the discs do not overlap. The repeated layer is a legitimate packing with N centres per area (L + d)², and the bound already derived gives

N ≤ n_hex (L + d)².

Dividing by L² and expanding in the small ratio d/L,

N/L² ≤ n_hex (1 + d/L)² = n_hex [1 + 2d/L + (d/L)²].

For a lower bound, let the patch be saturated, so that every point of the square is closer than d to a centre in the square. Repeat it with period L. Centres of neighbouring copies may now come close or even coincide, but every point of the plane is still closer than d to a centre. The bound A < (3√3/4)d² used this covering property alone and not the minimum distance. If coinciding centres are counted once, the number per cell can only fall. Therefore

N/L² > n_low,

with no edge correction at all.

The term of order d/L in the upper bound reflects a real effect, which a lattice shows. Take L = p d with p a whole number. Rows parallel to one side hold alternately p + 1 and p centres, and successive rows are (√3/2)d apart. Choose p so that 2p/√3 lies just above a whole number q. Because √3 is irrational, this can be arranged as closely as desired for large p. There are then q + 1 rows with p + ½ centres on average, and

N ≈ (p + ½)(q + 1) = pq + p + q/2 + ½.

The leading term is pq ≈ 2p²/√3 = n_hex L². The terms linear in p are p + p/√3. Their ratio to the leading term is

(1 + 1/√3) p / (2p²/√3) = (√3 + 1)/(2p) = 1.37 d/L.

For such patches the densest packing therefore has

N/L² ≈ n_hex (1 + c d/L), with c between 1.37 and 2.

The excess arises because the outer discs extend beyond the square that holds their centres. If whole discs must fit on a terrace of side W, then L = W − d. The upper bound becomes N/W² ≤ n_hex, without correction. For the lattice, L² = W²(1 − 2d/W + …), so its density is

N/W² ≈ n_hex [1 − (2 − 1.37) d/W] = n_hex (1 − 0.63 d/W).

The sign of the edge correction thus depends on which area is counted. For a side of 16 nm, d/L = 0.4/16 = 0.025. Counted by centres, the upper bound rises by 5%, from 7.2 to 7.6 per nm². Counted by whole discs, the lattice falls 1.6% below n_hex. Edges are a small correction unless terraces are only a few nanometres wide. The simulated boxes were periodic and have no edges.

First correction for a finite dose

The jamming density is reached only after an unlimited exposure. The late approach to it can be derived in full in one dimension, where rods of unit length land on a line. Let time be measured so that there is one landing attempt per unit length and unit time. Let E(ℓ,t) be the probability that a given interval of length ℓ ≥ 1 is empty. It can be spoiled by a rod that lands wholly inside, for which there is a range ℓ − 1 of positions, or by a rod that protrudes by a length u at either end, which requires the longer interval ℓ + u to be empty. Hence

∂E/∂t = −(ℓ − 1) E(ℓ,t) − 2 ∫₀¹ E(ℓ + u, t) du.

Try E = F(t) exp[−(ℓ − 1)t] with F(0) = 1, since the line is empty at the start. The terms with ℓ − 1 cancel, and the common exponential drops out:

F′/F = −2 ∫₀¹ e^(−ut) du = −2 (1 − e^(−t))/t.

A rod can land where an interval of unit length is empty, so the coverage grows as dθ/dt = E(1,t) = F(t). Integration gives

F(t) = exp[−2 ∫₀ᵗ (1 − e^(−u))/u du],  θ(∞) = ∫₀^∞ F(t) dt = 0.7476.

This is Rényi's result. The simulation method described above, applied to the line, gave 0.7482 ± 0.0016.

For large t the inner integral equals ln t + γ_E, with γ_E Euler's constant, up to exponentially small terms. So F ≈ e^(−2γ_E)/t², and the coverage still missing at time t is the integral of F from t to infinity:

θ(t) ≈ θ(∞) − e^(−2γ_E)/t.

In two dimensions a scaling argument replaces the solution. At a late time the remaining gaps are isolated, and each can take one more disc. Consider a gap between three discs whose centres form an acute triangle with circumradius d + h, where h is small. The points at which a new centre may land form a small region bounded by three arcs, each at distance h from the circumcentre. On the scale of h the arcs are nearly straight, so the region has area c₂h², where c₂ depends on the triangle's angles. With k attempts per unit area and time, the gap survives a further time τ with probability exp(−k c₂ h² τ). Let g(h) dh be the number of such gaps per unit area with size between h and h + dh. Assume that g tends to a finite, non-zero value g(0) as h → 0. For large τ only small h contributes, and

n_jam − n ≈ g(0) ∫₀^∞ exp(−k c₂ h² τ) dh = ½ g(0) √(π/(k c₂ τ)).

A spread in the triangle shapes replaces g(0)/√c₂ by an average and leaves the power of τ unchanged. The same argument on a line, where the landing region has length h, gives ∫ g(0) e^(−khτ) dh = g(0)/(kτ), in agreement with the 1/t law derived above. The assumption about g(0) in two dimensions has not been tested here.

Within this model, halving the missing density takes four times the exposure at late times. An uptake curve can look flat while it is still slightly below n_jam. The law fails if the groups move or desorb, or if the landing sites are discrete.

Example: alumina at 573 K

Let h_OH hydroxyls be consumed and m methyls be left per unit area in the trimethylaluminium half-cycle. Each consumed hydroxyl releases one methane molecule. If a aluminium atoms arrive per unit area, they bring 3a methyls, so

3a = m + h_OH,  a = (m + h_OH)/3.

In the water half-cycle the m methyls also leave as methane, so a full cycle releases 3a methane molecules with 12a hydrogen atoms. The precursor supplies 9a of these, and w water molecules supply 2w. In steady growth each full cycle restores the surface hydroxyls, so no hydrogen is gained or lost by the surface. Hence 2w = 3a, and the film gains 3a/2 oxygen atoms for a aluminium atoms, which is Al₂O₃.

Take the rough typical values h_OH = 4 per nm² and a film density of 3.0 g/cm³ = 3.0 × 10⁻²¹ g/nm³. With the molar mass 101.96 g/mol, the film volume per aluminium atom is

101.96/(2 × 6.022 × 10²³ × 3.0 × 10⁻²¹) nm³ = 0.0282 nm³.

For random jamming, a = (4.36 + 4)/3 = 2.79 per nm², and the growth is 2.79 × 0.0282 = 0.079 nm per cycle. For hexagonal packing, a = (7.22 + 4)/3 = 3.74 per nm², and the growth is 0.106 nm per cycle. The methyl densities differ by a factor of 1.65, the growth by only 1.34, because the fixed hydroxyl term dilutes the difference. The sparsest saturated layer would give 0.060 nm.

How far the disc model can be trusted

The density varies as 1/r². For a small change δ in radius,

n(r + δ) = n(r)(1 + δ/r)⁻² ≈ n(r)[1 − 2δ/r + 3(δ/r)²].

With δ = −0.01 nm the two corrections are +10% and +0.75%, and n_hex rises from 7.2 to 8.0 per nm². With δ = +0.01 nm it falls to 6.5. The jamming value moves between 4.8 and 4.0.

Methyl groups are also not hard. Describe their repulsion by u(s) = ε[(d/s)⁶ − 1]² for separations s < d and zero beyond, with the rough value ε = 0.0086 eV. At 573 K the thermal energy k_BT is 0.0494 eV. A hard disc with the same second virial coefficient has the diameter d_eff given by

d_eff² = 2 ∫₀^∞ [1 − exp(−u/k_BT)] s ds.

For a true hard disc the bracket is 1 up to the diameter and 0 beyond, so the formula returns the diameter squared. Here it gives d_eff = 0.336 nm and multiplies the densities by (0.4/0.336)² = 1.42. The range 4.4 to 7.2 would become roughly 6 to 10 per nm². The upper end is out of reach in the example above: each bound aluminium has used at least one hydroxyl, so a ≤ h_OH and m = 3a − h_OH ≤ 2h_OH = 8 per nm². The second virial coefficient describes collisions of pairs in a dilute layer, so this is an indication and not a prediction for a crowded one. The factor also depends on where the repulsion starts: common united-atom methyl potentials with a similar ε have their minimum at 0.42 to 0.44 nm instead of 0.40 nm, and the same formula then gives d_eff = 0.35 to 0.37 nm and a factor of about 1.2 to 1.3. It does suggest that 7.2 per nm², a strict bound for hard discs of the chosen size, is not a strict bound for real methyl groups.

Attachment to a limited number of fixed sites acts in the other direction. Let methyls arrive as touching pairs, each centred on a surface site. Each site is visited once, and the pair sticks if it fits at one of 36 random angles. With 200 random sites per nm², the simulated density is 4.2 methyls per nm². Many more sites and finer angles raise it by about 6%, to about 4.5, slightly above n_jam, so pairing alone changes the density little. With 4 random sites per nm², the hydroxyl density of the example, it is 2.9 (about 0.1 more with finer angles), roughly a third below n_jam. Only 2.9/2 ≈ 1.5 of the 4 hydroxyls per nm² are then used, and the growth would be 1.46 × 0.0282 = 0.041 nm per cycle. The arrangement of the sites matters too: sites on a square or triangular lattice at the same density, visited in random order, give about 3.3 to 3.4 methyls per nm², roughly a quarter below n_jam. This variant lets neither leftover hydroxyls react nor single methyls fill the gaps. Touching pairs are also an idealisation: two methyl carbons on one aluminium atom are only about 0.35 nm apart, less than d, so such a pair does not obey the non-overlap rule of the disc model. With a pair distance of 0.34 nm the densities rise by about 4% for 4 random sites and about 7% for 200 sites per nm².

For the real process near this temperature, rough values, not derived here, are a growth of 0.1 nm per cycle and a methyl density of 5 per nm². Each lies within the hard-disc interval. Taken together at face value, they imply a = 0.1/0.0282 = 3.5 and h_OH = 3a − m ≈ 5.6 per nm², more than the 4 assumed in the example. The agreement does not confirm the model, since softness may raise its densities by roughly 20 to 40%, and 4 fixed sites per nm² lower the jamming value by about a quarter to a third, depending on their arrangement. Desorption, surface roughness and reaction at oxygen bridges are left out as well. The estimate supports a methyl density of several per nm². The growth in the cases considered lies between about 0.04 and 0.11 nm per cycle; the upper part of this range belongs to a surface that consumes about 4 hydroxyls per nm².

Table of computed values

```
disc radius: 0.20 nm; disc area: 0.1257 nm^2
1D jamming coverage, simulated: 0.7482 +- 0.0016
1D jamming coverage, Renyi integral: 0.7476
2D runs: 18 boxes of side 16 nm
discs in all these boxes: 20112
2D jamming coverage: 0.5485 +- 0.0010
2D jamming coverage, box side 8 nm: 0.5488 +- 0.0014
coverage shift, large minus small box: -0.0003
one layer: 1119 discs, 2238 Delaunay triangles
its largest circumradius: 0.3998 nm
smallest allowed triangle area: 0.0693 nm^2
largest allowed triangle area: 0.2078 nm^2
sparsest saturated: coverage 0.3023, 2.406 per nm^2 = 2.41e+14 per cm^2
random jamming: coverage 0.5485, 4.365 per nm^2 = 4.36e+14 per cm^2
hexagonal: coverage 0.9069, 7.217 per nm^2 = 7.22e+14 per cm^2
standard error of jamming density: 0.008 per nm^2
example temperature: 573 K
hydroxyls consumed (rough input): 4.0 per nm^2
film density (rough input): 3.0 g/cm^3
molar mass of Al2O3: 101.96 g/mol
sparsest saturated: Al 2.14 per nm^2, growth 0.060 nm per cycle
  methyls per Al: 1.13; hydroxyls needed at one per precursor: 1.20 per nm^2
random jamming: Al 2.79 per nm^2, growth 0.079 nm per cycle
  methyls per Al: 1.57; hydroxyls needed at one per precursor: 2.18 per nm^2
hexagonal: Al 3.74 per nm^2, growth 0.106 nm per cycle
  methyls per Al: 1.93; hydroxyls needed at one per precursor: 3.61 per nm^2
radius 0.19 nm: jamming 4.84, hexagonal 8.00 per nm^2
radius 0.21 nm: jamming 3.96, hexagonal 6.55 per nm^2
methyl well depth (rough input): 0.0086 eV
thermal energy kT: 0.0494 eV
effective soft diameter: 0.336 nm
density factor from softness: 1.42
soft discs: jamming 6.20, hexagonal 10.25 per nm^2
pairs on 200 sites per nm^2: 4.22 +- 0.02 methyls per nm^2
pairs on 4 sites per nm^2: 2.91 +- 0.03 methyls per nm^2
```
